# Wigner tunnelling factor for methane elimination from an amine adduct: a numerical check

```python
# Result under test: the Wigner tunnelling factor 1 + u^2/24, u = hbar*omega/(kB*T),
# is about 1.26 for a barrier wavenumber of 1400i per cm at 800 K.
# It is the start of the parabolic-barrier result (u/2)/sin(u/2).
# Reduced units: energy in hbar*omega, length in sqrt(hbar/(m*omega)).
# eps = energy measured from the barrier top; P = transmission probability;
# kappa = quantum thermal flux / classical thermal flux.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import expit

wavenumber = 1400.0      # per cm, magnitude of the imaginary wavenumber
temperature = 800.0      # K
forward_eV = 1.3         # round model barrier seen from the adduct
reverse_eV = 2.0         # round model barrier seen from the products


def reduced_u(wn, temp):
    return const.h * const.c * wn * 100.0 / (const.k * temp)


def wigner(u):
    return 1.0 + u**2 / 24.0


def parabola(u):
    return (u / 2.0) / np.sin(u / 2.0)


def flux_part(u, low, high):
    """Thermal flux between two energies, parabolic transmission."""
    return quad(lambda e: u * np.exp(-u * e) * expit(2 * np.pi * e),
                low, high, epsabs=1e-12, epsrel=1e-10, limit=400)[0]


def wave_transmission(eps, edge=20.0):
    """Integrate the wave equation across an inverted parabola."""
    p = np.sqrt(2 * eps + edge**2)
    slope = edge / p                       # dp/dq at the right edge
    psi = 1 / np.sqrt(p) + 0j              # outgoing wave of unit flux
    start = [psi, (1j * p - slope / (2 * p)) * psi]
    sol = solve_ivp(lambda q, y: [y[1], -(2 * eps + q * q) * y[0]],
                    (edge, -edge), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    # at the left edge dp/dq has the opposite sign
    incident = (dpsi + (1j * p - slope / (2 * p)) * psi) / (2j * p)
    return 1.0 / (p * abs(incident)**2)


def barrier_transmission(vf, vr, eps, step=0.01):
    """Numerov solution for a smooth barrier of finite height."""
    a = vf - vr
    b = (np.sqrt(vf) + np.sqrt(vr))**2
    length = np.sqrt((b * b - a * a)**2 / (8 * b**3))

    def potential(q):
        s = expit(q / length)
        return a * s + b * s * (1 - s)

    top = length * np.log((b + a) / (b - a))
    d = 1e-3
    curvature = (potential(top + d) - 2 * potential(top)
                 + potential(top - d)) / d**2
    assert abs(potential(top) - vf) < 1e-9
    assert abs(curvature + 1.0) < 1e-4

    energy = vf + eps
    k_left = np.sqrt(2 * energy)
    k_right = np.sqrt(2 * (energy - a))
    half = int(24 * length / step)
    v = potential(step * np.arange(half, -half - 1, -1))
    psi_old = np.ones_like(energy) + 0j
    psi = np.exp(-1j * k_right * step)
    w_old = 1 + step**2 * (energy - v[0]) / 6
    w = 1 + step**2 * (energy - v[1]) / 6
    for v_next in v[2:]:
        w_next = 1 + step**2 * (energy - v_next) / 6
        psi_next = ((12 - 10 * w) * psi - w_old * psi_old) / w_next
        psi_old, psi = psi, psi_next
        w_old, w = w, w_next
    # psi is the leftmost point, psi_old lies one step to its right
    phase = np.exp(1j * k_left * step)
    incident = (psi_old - psi / phase) / (phase - 1 / phase)
    reflected = psi - incident
    trans = (k_right / k_left) / abs(incident)**2
    refl = abs(reflected)**2 / abs(incident)**2
    assert np.max(abs(trans + refl - 1)) < 1e-5    # flux conservation
    return trans


# transmission of the parabola, from the wave equation itself
print("Parabolic barrier, eps = (E-V0)/(hbar omega):")
for eps in (-0.4, 0.0, 0.3):
    p_wave = wave_transmission(eps)
    p_formula = 1 / (1 + np.exp(-2 * np.pi * eps))
    assert abs(p_wave - p_formula) < 1e-4
    print(f"  eps {eps:5.2f}: P wave eq. {p_wave:.5f}, formula {p_formula:.5f}")

# thermal average, its small-u limit, and its failure below T_c
u = reduced_u(wavenumber, temperature)
below = flux_part(u, -12, 0)
above = flux_part(u, 0, 12) + flux_part(u, 12, 12 + 40 / u)
assert abs(below + above - parabola(u)) < 1e-7
small = 0.1
kappa_small = (flux_part(small, -12, 0) + flux_part(small, 0, 12)
               + flux_part(small, 12, 12 + 40 / small))
assert abs((kappa_small - 1) / (small**2 / 24) - 1) < 1e-3
u_cold = 1.1 * 2 * np.pi
growth = flux_part(u_cold, -10, 0) / flux_part(u_cold, -5, 0)
assert growth > 5      # no limit is reached as the lower bound recedes

# series of the closed form
x = sp.symbols("x", positive=True)
series = sp.series((x / 2) / sp.sin(x / 2), x, 0, 6).removeO()
assert sp.simplify(series - (1 + x**2 / 24 + 7 * x**4 / 5760)) == 0
next_term = float(series.coeff(x, 4)) * u**4

# finite barriers with the same curvature at the top
quantum_eV = const.h * const.c * wavenumber * 100 / const.e
vf, vr = forward_eV / quantum_eV, reverse_eV / quantum_eV
d_eps = 0.05
eps_grid = np.linspace(-5, 10, 301)
p_sym = barrier_transmission(vf, vf, eps_grid)
p_asym = barrier_transmission(vf, vr, eps_grid)
p_tall = barrier_transmission(40.0, 40.0, eps_grid)


def thermal(trans, u_value):
    return np.sum(u_value * np.exp(-u_value * eps_grid) * trans) * d_eps


k_sym, k_asym, k_tall = (thermal(p, u) for p in (p_sym, p_asym, p_tall))
assert abs(k_tall - parabola(u)) < 0.01
assert abs(k_tall - parabola(u)) < abs(k_sym - parabola(u))

kappa_w = wigner(u)
assert abs(kappa_w - 1.26) < 0.005
assert kappa_w < parabola(u)
for value in (parabola(u), k_sym, k_asym):
    assert abs(value / kappa_w - 1) < 0.10

kT_eV = const.k * temperature / const.e
t_cross = const.h * const.c * wavenumber * 100 / (2 * np.pi * const.k)
assert temperature > t_cross

print(f"Barrier wavenumber (magnitude): {wavenumber:.0f} per cm")
print(f"Temperature: {temperature:.0f} K")
print(f"h = {const.h:.8e} J s")
print(f"c = {const.c:.0f} m/s")
print(f"kB = {const.k:.6e} J/K")
print(f"omega: {2*np.pi*const.c*wavenumber*100:.4e} rad/s")
print(f"hbar omega: {quantum_eV:.4f} eV")
print(f"kB T: {kT_eV:.5f} eV")
print(f"u: {u:.4f} (no unit)")
print(f"u^2: {u*u:.4f} (no unit)")
print(f"u^2/24: {u*u/24:.4f} (no unit)")
print(f"Wigner factor: {kappa_w:.4f} (no unit)")
print(f"Next series term 7u^4/5760: {next_term:.4f} (no unit)")
print(f"Full parabolic factor: {parabola(u):.4f} (no unit)")
print(f"  part from below the top: {below:.4f} (no unit)")
print(f"  part from above the top: {above:.4f} (no unit)")
print(f"Divergence temperature T_c: {t_cross:.1f} K")
print(f"Model forward barrier: {forward_eV:.1f} eV")
print(f"Model reverse barrier: {reverse_eV:.1f} eV")
print(f"Forward barrier / kB T: {forward_eV/kT_eV:.1f} (no unit)")
print(f"Finite symmetric barrier factor: {k_sym:.4f} (no unit)")
print(f"Finite asymmetric barrier factor: {k_asym:.4f} (no unit)")
print(f"Parabolic over Wigner: {100*(parabola(u)/kappa_w-1):.1f} % higher")
print(f"Asymmetric vs Wigner: {100*(k_asym/kappa_w-1):+.1f} %")
print("T (K), u, Wigner, parabolic, finite asymmetric:")
for temp in (600.0, 800.0, 1000.0, 1200.0):
    ut = reduced_u(wavenumber, temp)
    print(f"  {temp:5.0f}  {ut:.3f}  {wigner(ut):.3f}  "
          f"{parabola(ut):.3f}  {thermal(p_asym, ut):.3f}")
for wn in (1300.0, 1500.0):
    print(f"Wigner factor at {wn:.0f} per cm, {temperature:.0f} K: "
          f"{wigner(reduced_u(wn, temperature)):.4f}")
print(f"Equivalent barrier lowering: {1000*kT_eV*np.log(kappa_w):.1f} meV")
print(f"Rate factor for 0.1 eV barrier error: {np.exp(0.1/kT_eV):.2f}")
print("verified")
```

It prints:

```
Parabolic barrier, eps = (E-V0)/(hbar omega):
  eps -0.40: P wave eq. 0.07493, formula 0.07493
  eps  0.00: P wave eq. 0.50000, formula 0.50000
  eps  0.30: P wave eq. 0.86818, formula 0.86818
Barrier wavenumber (magnitude): 1400 per cm
Temperature: 800 K
h = 6.62607015e-34 J s
c = 299792458 m/s
kB = 1.380649e-23 J/K
omega: 2.6371e+14 rad/s
hbar omega: 0.1736 eV
kB T: 0.06894 eV
u: 2.5179 (no unit)
u^2: 6.3396 (no unit)
u^2/24: 0.2642 (no unit)
Wigner factor: 1.2642 (no unit)
Next series term 7u^4/5760: 0.0488 (no unit)
Full parabolic factor: 1.3227 (no unit)
  part from below the top: 0.5092 (no unit)
  part from above the top: 0.8136 (no unit)
Divergence temperature T_c: 320.6 K
Model forward barrier: 1.3 eV
Model reverse barrier: 2.0 eV
Forward barrier / kB T: 18.9 (no unit)
Finite symmetric barrier factor: 1.3313 (no unit)
Finite asymmetric barrier factor: 1.3289 (no unit)
Parabolic over Wigner: 4.6 % higher
Asymmetric vs Wigner: +5.1 %
T (K), u, Wigner, parabolic, finite asymmetric:
    600  3.357  1.470  1.688  1.682
    800  2.518  1.264  1.323  1.329
   1000  2.014  1.169  1.191  1.198
   1200  1.679  1.117  1.128  1.134
Wigner factor at 1300 per cm, 800 K: 1.2278
Wigner factor at 1500 per cm, 800 K: 1.3032
Equivalent barrier lowering: 16.2 meV
Rate factor for 0.1 eV barrier error: 4.27
verified
```
